# Stable phonon kernels and a logarithmic grid for the SCDFT gap equation, part 1

(Sections cited here and not found follow in the second part.)

## What dimensions and symmetry fix

Take $\hbar=k_B=1$, $\beta=1/T$, and measure the Kohn–Sham energy $\xi$ from the Fermi level. One phonon of frequency $\Omega$ and coupling $g$ enters the gap equation of superconducting density functional theory (SCDFT) at order $g^2$. It gives a pairing kernel $K(\xi,\xi')$, which is an energy once multiplied back to a matrix element and so is $g^2$ over an energy, and a dimensionless renormalisation $Z(\xi)$, a sum over states $\xi'$ of $g^2$ over an energy squared. The only energies available are $\xi,\xi',\Omega,T$, so

$$K=-g^2\beta\,\kappa(x,y,w),\qquad Z=\sum_{\xi'}g^2\beta^2\,\zeta(x,y,w),\qquad x=\frac{\beta\xi}{2},\quad y=\frac{\beta\xi'}{2},\quad w=\frac{\beta\Omega}{2}.$$

In a particle–hole symmetric band the gap is even in $\xi$, so $\kappa$ and $\zeta$ can be taken even in $x$ and in $y$. The kernels come with prefactors $1/\tanh x$ and $1/\tanh y$, which are odd, so the numerators are odd and vanish at the Fermi level: the points $x=0$ and $y=0$ are of the form $0/0$. At finite $T$ a Matsubara sum is finite for all real energies, so the energy denominators $\xi\pm\xi'\pm\Omega$ that appear after summation must also be cancelled by zeros. The structure sits at the scales $T$, $\Omega$ and the half-bandwidth $L$, which are decades apart, and between them the integrand behaves as $d\xi'/\xi'$. The natural variable is therefore $\ln\xi$, and a grid uniform in it samples $x\ll1$, where the $0/0$ forms lose digits, and $x\gg1$, where $e^{\beta\xi}$ overflows.

The model has a constant density of states $N$ on $|\xi|<L$, Einstein modes with $Ng^2=\lambda\Omega/2$, and a constant Coulomb kernel $\mu$. A continuous $\alpha^2F$ becomes such a sum of modes after quadrature in $\Omega$. The equation to be solved is

$$[1+Z(\xi)]\Delta(\xi)=\int_0^L d\xi'\,V(\xi,\xi')\,\frac{\tanh(\beta E'/2)}{E'}\,\Delta(\xi'),\qquad V=-NK,\qquad E=\sqrt{\xi^2+\Delta^2},\tag{1}$$

with the Lüders–Marques (LM) phonon kernels. $\Delta$ is the Kohn–Sham pair potential, which reproduces the anomalous density and is not the spectroscopic gap.

## The kernels as Matsubara sums

With fermionic frequencies $\omega$ and Pauli matrices $\tau_i$ in Nambu space, the Kohn–Sham propagator has $G_s^{-1}=i\omega-\xi\tau_3-\Delta\tau_1$. Since $(\xi\tau_3+\Delta\tau_1)^2=E^2$, it follows that $G_s=-M/(\omega^2+E^2)$ with $M=i\omega+\xi\tau_3+\Delta\tau_1$. The interacting propagator has $G^{-1}=i\omega-\xi\tau_3-\Sigma$, with $\Sigma=s_0+s_3\tau_3+\phi\tau_1$. To first order $G=G_s+G_s(\Sigma-\Delta\tau_1)G_s$. The Sham–Schlüter condition says that both give the same anomalous density; imposed state by state (the decoupling approximation), it requires the $\tau_1$ part of the correction, summed over $\omega$, to vanish.

Write $M=a+v$ with $a=i\omega$, $v=\xi\tau_3+\Delta\tau_1$. Anticommutation gives $v\tau_3v=2\xi v-E^2\tau_3$ and $v\tau_1v=2\Delta v-E^2\tau_1$, while $\{v,\tau_i\}$ is a multiple of the identity. The $\tau_1$ parts of $M^2$, $M\tau_3M$ and $M\tau_1M$ are then $2a\Delta$, $2\xi\Delta$ and $a^2+2\Delta^2-E^2$. To linear order in $\Delta$ the last is $-D$ with $D=\omega^2+\xi^2$, and the condition is

$$T\sum_\omega\frac{2i\omega\Delta s_0+2\xi\Delta s_3-D(\phi-\Delta)}{D^2}=0 .$$

The symmetric sum $T\sum_\omega(i\omega-c)^{-1}=f(c)-\tfrac12$, with $f$ the Fermi function, gives $T\sum1/D=\tanh x/(2\xi)$, because $(i\omega-\xi)^{-1}=-(i\omega+\xi)/D$ and the odd part drops. Hence

$$\Delta\,\frac{\tanh x}{2\xi}=T\sum\frac{\phi}{D}-2\Delta\,T\sum\frac{i\omega s_0+\xi s_3}{D^2}.\tag{2}$$

The self-energy is the Migdal exchange diagram built from Kohn–Sham propagators, $\Sigma=T\sum_{\omega'}\int d\xi'Ng^2B\,\tau_3G_s'\tau_3$, where $B=2\Omega/(\nu^2+\Omega^2)$ is minus the phonon propagator at $\nu=\omega-\omega'$. Conjugation with $\tau_3$ flips the sign of $\tau_1$, so $\phi$, $s_0$, $s_3$ are the sums of $B\Delta'/D'$, $-Bi\omega'/D'$, $-B\xi'/D'$. The integrand of $s_3$ is odd in $\xi'$ and integrates to zero in this band. Multiply (2) by $2\xi/\tanh x$, use $i\omega\cdot(-i\omega')=\omega\omega'$, and compare with $(1+Z)\Delta=-\tfrac12\int_{-L}^{L}d\xi'\,NK\,(\tanh y/\xi')\Delta'$:

$$K=-\frac{4g^2\xi\xi'}{\tanh x\tanh y}\,T^2\sum\sum\frac{B}{DD'},\qquad Z_{SS}=\int d\xi'Ng^2\frac{4\xi}{\tanh x}\,T^2\sum\sum\frac{B\,\omega\omega'}{D^2D'}.\tag{3}$$

A static repulsion gives $\phi=-\mu\int d\xi'\,T\sum\Delta'/D'$, independent of $\omega$, so (2) returns $\Delta=\phi$ and $NK=\mu$. Folding the even integrand onto $\xi'>0$ cancels the factor $\tfrac12$. Below $T_c$ the scheme keeps these linearised kernels and replaces $\tanh y/\xi'$ by $\tanh(\beta E'/2)/E'$; this partial linearisation is part of the definition of (1).

Both kernels follow from $S(\xi,\xi')=T^2\sum\sum B\,(i\omega-\xi)^{-1}(i\omega'-\xi')^{-1}$. The difference and sum of $(i\omega'\mp\xi')^{-1}$ are $-2\xi'/D'$ and $-2i\omega'/D'$. Terms odd under $(\omega,\omega')\to(-\omega,-\omega')$ vanish, so $S(\xi,\xi')-S(\xi,-\xi')=2\xi\xi'T^2\sum\sum B/(DD')$ and $S(\xi,\xi')+S(\xi,-\xi')=-2T^2\sum\sum B\omega\omega'/(DD')$. With $\partial_\xi D^{-1}=-2\xi/D^2$,

$$K=-\frac{2g^2[S(\xi,\xi')-S(\xi,-\xi')]}{\tanh x\tanh y},\qquad Z_{SS}=\int d\xi'Ng^2\,\frac{\partial_\xi[S(\xi,\xi')+S(\xi,-\xi')]}{\tanh x}.$$

Let $f[p,q]=(f(p)-f(q))/(p-q)$. Partial fractions give $T\sum_\omega[(i\omega-p)(i\omega-q)]^{-1}=f[p,q]$, also for complex $q$. Split $B=(i\omega-c_-)^{-1}-(i\omega-c_+)^{-1}$ with $c_\pm=i\omega'\pm\Omega$. Because $e^{i\beta\omega'}=-1$, $f(c_-)=1+n$ and $f(c_+)=-n$, with $n$ the Bose function of $\Omega$. The $\omega$ sum is $f[\xi,c_-]-f[\xi,c_+]=(1+n-f)/(i\omega'-\xi-\Omega)+(n+f)/(i\omega'-\xi+\Omega)$ with $f=f(\xi)$, and the $\omega'$ sum gives

$$S=(n+f)\,f[\xi',\xi-\Omega]+(1+n-f)\,f[\xi',\xi+\Omega].$$

The function $I$ of the LM kernel is $-S$. Differentiating, with $\partial_af[b,a]=f[b,a,a]=(f'(a)-f[b,a])/(a-b)$,

$$\partial_\xi S=P+f'(\xi)\big(f[\xi',\xi-\Omega]-f[\xi',\xi+\Omega]\big),$$

$$P=(n+f)f[\xi',\xi-\Omega,\xi-\Omega]+(1+n-f)f[\xi',\xi+\Omega,\xi+\Omega].$$

The LM renormalisation keeps $P$, which is the function $J$ up to the sign convention, and omits the term in $f'(\xi)$: $Z=\int d\xi'Ng^2[P(\xi,\xi')+P(\xi,-\xi')]/\tanh x$. The omission does not follow from (2); here it defines the functional.

Its effect can be found for $w\gg1$. Let $\gamma(a)=\int_{-L}^Ld\xi'f[\xi',a]$. Shifting both arguments together gives $(\partial_a+\partial_{\xi'})f[\xi',a]=f'[\xi',a]$. The total derivative leaves the boundary term $f[L,a]-f[-L,a]\approx(1-2f(a))/L$. The rest is $\mathrm{PV}\!\int(-f'(\xi'))/(a-\xi')\,d\xi'$, and $-f'$ is an even peak of unit area and width $T$. The boundary term was approximated by dropping $a$ against $L$, which costs a term of order $a/L^2$. So $\gamma'(a)=1/a-\mathrm{sgn}(a)/L+O(T^2/a^3)+O(a/L^2)$ for $T\ll|a|\ll L$, and $\gamma$ is even. The two signs of $\xi'$ give a factor 2, $2Ng^2=\lambda\Omega$, and $n$ is exponentially small. For $x\ll w$,

$$Z=\frac{\lambda\Omega}{\tanh x}\Big[\frac{1-f}{\Omega+\xi}-\frac{f}{\Omega-\xi}-\frac{1-2f}{L}\Big]\approx\lambda\Big[1-\frac{x}{w\tanh x}-\frac\Omega L\Big],$$

using $1-2f=\tanh x$, so that $Z(0)=\lambda(1-1/w-\Omega/L)+O(\lambda/w^2)+O(\lambda\Omega^2/L^2)$. The omitted term is $\lambda\Omega f'(\xi)[\gamma(\Omega-\xi)-\gamma(\Omega+\xi)]/\tanh x$. With $f'=-(\beta/4)\,\mathrm{sech}^2x$ and the bracket $\approx-2\xi/\Omega$ it equals $\lambda x\,\mathrm{sech}^2x/\tanh x$ at leading order: it doubles $Z$ at the Fermi level and dies outside the thermal window. At $w=500$ in a wide band the program finds $Z(0)/\lambda=0.99800$, as $1-1/500$ predicts, and $Z_{SS}/\lambda=2.00$ at $x=10^{-3}$, asserted to lie within $10/w=0.02$ of 2. The two estimates add to $2-1/500=1.998$. The printed 1.99722 is good to three figures only, because the program evaluates each divided difference in the omitted term with an exponent $|a-b|-|a|-|b|$ obtained by subtracting numbers as large as $10^8$, and this rounding error is then amplified by the difference of nearly equal terms and the division by $\tanh x$. Computing the exponent as a minimum, as described below, removes the loss and gives 1.9980.

## Hyperbolic and imaginary-time forms

Use $f=(1-\tanh x)/2$, $n=(\coth w-1)/2$, and let $t[\cdots]$ be divided differences of $\tanh$ in the reduced variables; each order brings a factor $\beta/2$. Let $s(u)=\sinh u/u$. The addition theorems give

$$n+f=\frac{\cosh(x-w)}{2\sinh w\cosh x},\qquad1+n-f=\frac{\cosh(x+w)}{2\sinh w\cosh x},\qquad t[a,b]=\frac{s(b-a)}{\cosh a\cosh b}.$$

With $f[\cdot,\cdot]=-(\beta/4)t[\cdot,\cdot]$ the factors $\cosh(x\mp w)$ cancel, leaving $S=-(\beta/8)H(x-y)/(\sinh w\cosh x\cosh y)$, where $H(u)=s(u+w)+s(u-w)$ is even. Then

$$\kappa=\frac{H(x+y)-H(x-y)}{4\sinh w\sinh x\sinh y}.\tag{4}$$

For the second difference put $u=b-a$ and bring $t[a,a,b]=(t[a,b]-\mathrm{sech}^2a)/u$ to a common denominator, with numerator $\sinh u\cosh a-u\cosh b$. Insert $\cosh b=\cosh a\cosh u+\sinh a\sinh u$ and recognise $s'(u)=(u\cosh u-\sinh u)/u^2$:

$$t[a,a,b]=-\frac{s'(u)+\tanh a\,s(u)}{\cosh a\cosh b}.$$

With $f[\cdot,\cdot,\cdot]=-(\beta^2/8)t[\cdot,\cdot,\cdot]$ and the occupation factors above,

$$\zeta=\frac{1}{16\sinh w\sinh x\cosh y}\sum_{a=x\pm w}\ \sum_{b=\pm y}\big[s'(b-a)+\tanh a\,s(b-a)\big].\tag{5}$$

Since $Ng^2\beta=\lambda w$ and $\int_{-L}^Ld\xi'=(4/\beta)\int_0^{\beta L/2}dy$ for an even integrand,

$$V=\sum_{\text{modes}}\lambda w\,\kappa-\mu,\qquad Z=\sum_{\text{modes}}4\lambda w\int_0^{\beta L/2}\zeta\,dy .$$

Now use $s(u)=\int_0^1\cosh u\tau\,d\tau$. Then $H(u)=2\int\cosh u\tau\cosh w\tau$, and $\cosh(x+y)\tau-\cosh(x-y)\tau=2\sinh x\tau\sinh y\tau$. In (5) the sum over $b$ gives $2\cosh y\tau\cosh a\tau$ from $s$ and $-2\tau\cosh y\tau\sinh a\tau$ from $s'$. Therefore

$$\kappa=\int_0^1\frac{\sinh x\tau}{\sinh x}\frac{\sinh y\tau}{\sinh y}\frac{\cosh w\tau}{\sinh w}\,d\tau,\qquad\zeta=\int_0^1\frac{\cosh y\tau\,[q(w+x)-q(w-x)]}{8\sinh w\sinh x\cosh y}\,d\tau,\tag{6}$$

with $q(a)=\tanh a\cosh a\tau-\tau\sinh a\tau$, odd in $a$. Four properties follow.

1. No energy denominator remains, and $\sinh x\tau/\sinh x\to\tau$ as $x\to0$, so every real singularity is removable.
2. $\kappa>0$, and $\kappa$ is a positively weighted sum of products $A(x)A(y)$, so its matrix on any grid is positive semidefinite.
3. $\zeta>0$. Indeed $\partial_aq/\cosh a\tau=\mathrm{sech}^2a+\tau\tanh a\tanh a\tau-\tau^2$, which is even in $a$. Concavity gives $\tanh a\tau\ge\tau\tanh a$ for $a\ge0$, so the expression is at least $(1-\tau^2)\,\mathrm{sech}^2a\ge0$ and $q$ increases with $a$. Relative errors of both kernels are thus meaningful everywhere.
4. As functions of complex $y$, both $\kappa\tanh y$ and $\zeta$ are entire functions divided by $\cosh y$, with poles only on the imaginary axis.

At the Fermi level $\kappa(0,0,w)=s''(w)/\sinh w$, and differentiating $s$ twice gives

$$w\,\kappa(0,0,w)=1-\frac{2\coth w}{w}+\frac{2}{w^2}.\tag{7}$$

When $x,y,w\gg1$ the region $\tau\approx1$ dominates, and $\kappa\to1/(x+y+w)$. In (5) the term $a=x+w$, $b=-y$ dominates and $\zeta\to1/[4(x+y+w)^2]$. Both limits are smooth on a logarithmic scale.

## Where the exponential form fails

Let $\epsilon$ be the unit roundoff. Evaluated from $f$, $n$ and exponentials, $S(\xi,\xi')$ and $S(\xi,-\xi')$ each carry a relative error $\epsilon$, while their difference is smaller by a factor of order $xy$, so $\kappa$ has relative error of order $\epsilon/(xy)$. The second divided difference divides a rounding error in $f$ by $d^2$, where $d=a-b$ is the reduced distance from resonance. For the resonances $y=x+w$ and $x=y+w$ that error is weighted by occupations of order $e^{-2w}$ or smaller. For $x+y=w$ both Fermi functions lie between $\tfrac12$ and 1, their absolute error is of order $\epsilon$, and the weight is only $n+f(\xi)$, so at small $x$ nothing suppresses it. An exact hit gives $0/0$, and $e^{\beta\xi}$ overflows. Relative errors against 160-digit values, at $w=1.5$, are:

| $d$ | $\kappa(d,2d)$ naive | stable | $\zeta(0.7,2.2+d)$ naive | stable |
|---|---|---|---|---|
| $10^{-3}$ | 2.8e-11 | 2.2e-16 | 4.1e-11 | 3.3e-16 |
| $10^{-5}$ | 1.8e-06 | 0 | 9.6e-07 | 1.1e-16 |
| $10^{-7}$ | 2.1e-02 | 2.2e-16 | 2.8e-03 | 2.2e-16 |

The naive errors grow by roughly $10^4$ per row, as $d^{-2}$ requires. Their effect on $T_c$ is weaker than these figures suggest. In the symmetrised matrix below, an entry is weighted by about $h\sqrt{xy}$ near the Fermi level, with $h$ the grid step, so its absolute error is of order $h\epsilon/\sqrt{xy}$. The row that yields $\Delta(\xi\to0)$, and $Z$ itself, carry $\epsilon/x$. These two estimates are not tested by the program.

## Stable evaluation

Take $x,y\ge0$ and define $m(u)=1-e^{-2u}$, computed with `expm1`, and $p(u)=1+e^{-2u}$, so $\sinh u=e^um/2$ and $\cosh u=e^up/2$. Define scaled moments $\sigma_k(u)=e^{-u}s^{(k)}(u)$ for $u\ge0$, where $s^{(k)}=\int_0^1\tau^k\cosh u\tau\,d\tau$ for even $k$, the same with $\sinh$ for odd $k$, and $s^{(k)}$ has the parity of $k$. Termwise integration and integration by parts give

$$s^{(k)}(u)=\sum_{j\equiv k\ (\mathrm{mod}\ 2)}\frac{u^j}{j!\,(j+k+1)},\qquad s^{(k)}=\frac{R_k-k\,s^{(k-1)}}{u},$$

with $R_k=\sinh u$ for even and $\cosh u$ for odd $k$. The series has positive terms and is used for $u\le20$ up to $j=90$; by Stirling's formula the first omitted scaled term is below $(20e/91)^{91}e^{-20}<e^{-60}$. The recurrence multiplies an error by $k/u$, which is below 1 for $u>20$ and the orders $k\le18$ needed. For $\sigma_0=m(u)/2u$ the only series needed is $1-u$ for $u<10^{-8}$.

Every exponent left after scaling has the form $|A-C|-(A+C)=-2\min(A,C)$. It is never positive, and computing it as a minimum avoids subtracting large numbers. With the threshold $\delta=0.1$, for $x,y\ge\delta$ equation (4) becomes

$$\kappa=\frac{2}{m(x)m(y)m(w)}\Big[\sigma_0(x{+}y{+}w)+\sigma_0(|x{+}y{-}w|)e^{-2\min(x+y,w)}-\sigma_0(|x{-}y{+}w|)e^{-2\min(y,x+w)}-\sigma_0(|x{-}y{-}w|)e^{-2\min(x,y+w)}\Big].$$

For $y<\delta$ expand in (6): $\sinh y\tau/\sinh y=\sum_kc_k(y)\tau^{2k+1}$ with $c_k=y^{2k}/[(2k+1)!\,s(y)]$. The product formula $2\sinh x\tau\cosh w\tau=\sinh(x+w)\tau+\sinh(x-w)\tau$ gives, for $x\ge\delta$,

$$\kappa=\sum_kc_k(y)\,\frac{2\big[\sigma_{2k+1}(x+w)+\mathrm{sgn}(x-w)\,\sigma_{2k+1}(|x-w|)e^{-2\min(x,w)}\big]}{m(x)m(w)},$$

the mirror case follows from symmetry, and for both arguments small $\kappa=\sum_{jk}c_j(x)c_k(y)\,2\sigma_{2j+2k+2}(w)/m(w)$. Five terms are kept. The integrand is positive and $\tau\le1$, so the first omitted term is at most $\delta^{10}/11!$ of the result, below $\epsilon$. Just above threshold the direct form loses about $\epsilon/\delta^2$.

For $\zeta$ with $x\ge\delta$ each of the four terms in (5) is treated by the size of $u=b-a$. For $|u|<1$ use $e^{|u|}[\mathrm{sgn}(u)\sigma_1+\tanh a\,\sigma_0]$. For $|u|\ge1$, $s'$ and $\tanh a\,s$ can have opposite signs and cancel their leading parts $e^{|u|}/2|u|$, so combine them first: $\cosh u+\tanh a\sinh u=\cosh b/\cosh a$ turns the bracket into $\cosh y/(u\cosh a)-\sinh u/u^2$. The exponents $|u|-x-y-w$ for $(a,b)=(x{+}w,y)$, $(x{+}w,-y)$, $(x{-}w,y)$, $(x{-}w,-y)$ are $-2\min(y,x{+}w)$, $0$, $-2\min(x,y{+}w)$, $-2\min(w,x{+}y)$.

For $x<\delta$ expand the difference in (6) with $t_\pm=\tanh(w\pm x)$ and the addition theorems:

$$q(w{+}x)-q(w{-}x)=(t_+-t_-)\cosh w\tau\cosh x\tau+(t_++t_-)\sinh w\tau\sinh x\tau-2\tau\cosh w\tau\sinh x\tau .$$

Here $t_+-t_-=\sinh2x\,\mathrm{sech}(w{+}x)\,\mathrm{sech}(w{-}x)$, so the division by $\sinh x$ is exact in the first term. With the moments of $\cosh y\tau$ times $\cosh w\tau$ (even $k$) or $\sinh w\tau$ (odd $k$), divided by $\sinh w\cosh y$,

$$M_k=\frac{2\big[\sigma_k(y+w)+\mathrm{sgn}(w-y)^k\,\sigma_k(|w-y|)e^{-2\min(y,w)}\big]}{m(w)p(y)},$$

$$8\zeta=2\cosh x\,\mathrm{sech}(w{+}x)\,\mathrm{sech}(w{-}x)\sum_k\frac{x^{2k}}{(2k)!}M_{2k}+(t_++t_-)\sum_kc_k(x)M_{2k+1}-2\sum_kc_k(x)M_{2k+2}.$$

One cancellation remains. At $\tau=1$, $q=\sinh a-\sinh a=0$, so for large $y$, where $\cosh y\tau/\cosh y\approx e^{-y(1-\tau)}$, $\zeta$ falls as $1/y^2$ while the separate terms fall as $1/y$. The relative loss is of order $\epsilon y$, in a tail that contributes little to $Z$.

On 600 points with $x$ up to 3000, $w$ from 0.3 to 60, both sides of each of the thresholds $\delta$ and $|u|=1$, and the resonances themselves, the largest relative errors against the $I$ and $J$ forms in 160-digit arithmetic are $3.0\times10^{-14}$ for $\kappa$ and $1.5\times10^{-12}$ for $\zeta$. The truncated double sums (3) agree with $\kappa$ and with $\zeta$ plus the omitted term to $4.2\times10^{-9}$ relative at four points.

The phonon kernels $\kappa$ and $\zeta$ now have forms free of real singularities, and a stable evaluation that has been checked against 160-digit arithmetic. What remains is to build the logarithmic grid and estimate its error, solve (1) for $T_c$ and for the gap, and examine a worked example and the failure modes.
